# A Permanent Dipole Displaces D, Not the Cavity's Electric Field

A polar molecule sits in a small, dark cavity at zero temperature, its nuclei clamped and its dipole pointing along the polarization of one cavity mode. Nothing moves on average and no light has been sent in. Yet if the ground state is computed with the Pauli-Fierz Hamiltonian in its length form, the operator $b^\dagger b$, which looks like the photon number of the mode, can have an expectation value close to one. Is the cavity lit by the molecule?

## The belief and its appeal

The belief says that it is: a permanent dipole drives the mode as an antenna would, and fills the ground state with real photons. By a real photon I mean a quantum whose energy can leave the cavity into cold surroundings.

The case is not foolish. The length form contains a coupling linear in the mode operators, and a linear coupling displaces an oscillator. For a fixed dipole the displaced ground state is a coherent state of $b$, the kind of state used to describe laser light, and its quanta seem to carry energy $\omega$ each. All of this algebra is correct. The fault lies in what $b$ is taken to represent.

## Which field is which

I use atomic units and one lossless mode, with a wavelength long compared with the molecule. Let the vector potential at the molecule be $A=\lambda Q$, where $[Q,P]=i$. Particle $i$ has charge $z_i$, mass $m_i$, and position $x_i$ and momentum $p_i$ along the polarization. In the Coulomb form,

$$H_C=\sum_i\frac{(p_i-z_i\lambda Q)^2}{2m_i}+V+\tfrac12\left(P^2+\omega^2Q^2\right).$$

Here $V$ holds the Coulomb energy and, implicitly, the kinetic energy of motion across the polarization. Clamped nuclei have no kinetic term.

Only $P^2$ fails to commute with $Q$, so $\dot Q=i[H_C,Q]=P$. The transverse electric field of the mode is therefore

$$E=-\dot A=-\lambda P\qquad\text{(Coulomb form)}.$$

The term $\tfrac12P^2$ is the electric energy of the mode and $\tfrac12\omega^2Q^2$ the magnetic energy. With $a=(\omega Q+iP)/\sqrt{2\omega}$,

$$a^\dagger a=\frac{\omega^2Q^2+P^2+i\omega[Q,P]}{2\omega}=\frac{P^2+\omega^2Q^2}{2\omega}-\frac12 .$$

In this form $a^\dagger a$ measures the energy of the transverse field above its vacuum value, in units of $\omega$.

The length form follows from a unitary change of variables. Let $\mu=\sum_i z_ix_i$ be the dipole along the polarization, with the fixed nuclei included as numbers, and let $U=e^{i\lambda\mu Q}$. Since $p_i$ and $P$ act as derivatives, each picks up the derivative of the phase:

$$U^\dagger p_iU=p_i+z_i\lambda Q,\qquad U^\dagger PU=P+\lambda\mu .$$

Positions and $Q$ do not change. The first relation cancels the vector potential in the kinetic energy. The second moves the coupling into the field energy:

$$H_L=U^\dagger H_CU=H_m+\tfrac12(P+\lambda\mu)^2+\tfrac12\omega^2Q^2,$$

where $H_m$ is the Hamiltonian of the molecule alone. Setting $q=-P/\omega$ and $p=\omega Q$, which keeps $[q,p]=i$, gives the equivalent form $H_m+\tfrac12p^2+\tfrac12\omega^2(q-\lambda\mu/\omega)^2$.

Observables must be transformed along with the Hamiltonian. In the length form the electric field is

$$E=-\lambda(P+\lambda\mu),$$

while the symbol $P$ standing alone represents

$$D=-\lambda P=E+\lambda^2\mu .$$

This is the displacement field of the mode, quoted in units of electric field. For a mode of volume $\mathcal V=4\pi/\lambda^2$, the added term is $4\pi\mu/\mathcal V$, that is, $4\pi$ times the dipole per volume. The letter $P$ has kept its place in the algebra and changed its physical meaning.

## The mean electric field is zero

Take any normalizable eigenstate of $H_L$. The expectation value of a commutator with $H_L$ vanishes in it, because $H_L$ may act to the left or to the right and gives the same energy. Choosing the commutator with $Q$,

$$0=\langle i[H_L,Q]\rangle=\langle P+\lambda\mu\rangle .$$

Hence

$$\langle E\rangle=0,\qquad \langle D\rangle=\lambda^2\langle\mu\rangle .$$

No expansion in $\lambda$ was made. Physically, a mean transverse field in this mode would require a mean vector potential that changes steadily, and nothing changes steadily in a stationary state. In a superposition of eigenstates the mean dipole can oscillate, and then $\langle E\rangle$ need not vanish.

The result concerns the transverse field of the mode. The molecule still has its electrostatic Coulomb field, whose energy is contained in $V$. Near conducting walls $V$ also holds the interaction with image charges, which does depend on the permanent dipole. For a point dipole normal to two grounded plates a distance $d$ apart and midway between them, it is $-2\zeta(3)\mu^2/d^3$, about $-0.35$ eV for $\mu=1.93\,e$Å and $d=7.1$ Å. The model below leaves this term out.

## Two numbers under one name

Define $b=(\omega Q+iP)/\sqrt{2\omega}$ in the length form. Its mean occupation is

$$n_L=\langle b^\dagger b\rangle=\frac{\langle P^2+\omega^2Q^2\rangle}{2\omega}-\frac12 .$$

This counts excitation of $D$ and the magnetic field. The number that measures the energy of $E$ and the magnetic field is the transformed $a^\dagger a$:

$$n_F=\frac{\langle(P+\lambda\mu)^2+\omega^2Q^2\rangle}{2\omega}-\frac12
=n_L+\frac{\lambda\langle\mu P\rangle+\tfrac12\lambda^2\langle\mu^2\rangle}{\omega}.$$

The square was expanded using $[\mu,P]=0$.

The difference is plainest for a frozen dipole, where $\mu$ is a number $\mu_0$. With $P'=P+\lambda\mu_0$, the mode Hamiltonian is $\tfrac12P'^2+\tfrac12\omega^2Q^2$, an ordinary oscillator. Its ground state obeys $b'|g\rangle=0$, where $b'=(\omega Q+iP')/\sqrt{2\omega}$. Because $P=P'-\lambda\mu_0$,

$$b|g\rangle=\beta|g\rangle,\qquad \beta=-\frac{i\lambda\mu_0}{\sqrt{2\omega}},\qquad
n_L=|\beta|^2=\frac{(\lambda\mu_0)^2}{2\omega}\equiv N_0 .$$

So $|g\rangle$ is a coherent state of $b$, with Poisson-distributed $b$ quanta. It is also the vacuum of $b'$, so $n_F=0$ and the energy is $\omega/2$.

The energy attributed to the $b$ quanta is cancelled within the Hamiltonian. Since $\langle P\rangle=-\lambda\mu_0$, the three contributions beyond $\omega/2$ are

$$\omega N_0=\tfrac12(\lambda\mu_0)^2,\qquad
\lambda\mu_0\langle P\rangle=-(\lambda\mu_0)^2,\qquad
\tfrac12(\lambda\mu_0)^2 .$$

They come from the displaced mode, the bilinear coupling and the dipole self-energy, and they add to zero. Reading the first as stored light ignores the other two.

## A number

Consider a one-dimensional model of an ion pair with one active electron. A fixed core of charge $+1$ lies at the origin, with the softened attraction $-1/\sqrt{x^2+s^2}$, $s=1$ Å. A neutral acceptor at $x_a=-2$ Å is a Gaussian well $-V_0e^{-(x-x_a)^2/2w^2}$ with $V_0=30$ eV and $w=0.5$ Å. The dipole is $\mu=-x$. These are round model parameters and describe no particular substance.

The mode has $\omega=1$ eV and a vacuum rms field $E_v=0.5$ V/Å. In the empty mode $\langle P^2\rangle=\omega/2$, so $E_v=\lambda\sqrt{\omega/2}$ and $\lambda^2/(2\omega)=E_v^2/\omega^2$. The mode volume is 362 Å$^3$, chosen small so that the occupation is large. This is a numerical illustration, not a device. The volume is about $1.5\times10^{-9}$ of the cube of half the 1240 nm wavelength, and a vacuum field of 5 V/nm exceeds the breakdown field of silica, about 1 V/nm. The occupation scales as $1/\mathcal V$, so at the half-wavelength volume it would be about $10^{-9}$. Modes confined far below the wavelength are plasmonic and largely quasi-static, and the purely transverse mode used here does not describe them.

The uncoupled molecule has $\mu_0=1.926\,e$Å. For a frozen dipole of this size,

$$N_0=\left(\frac{E_v\mu_0}{\omega}\right)^2=\left(\frac{0.5\times1.926}{1}\right)^2=0.927 .$$

The probability of finding no $b$ quanta is $e^{-0.927}=0.396$. The energy ledger reads $0.927-1.854+0.927=0$ eV, leaving the vacuum energy of 0.5 eV.

Now let the electron respond. Diagonalizing the full length-form Hamiltonian gives a mean dipole of $1.927\,e$Å and

$$n_L=0.929,\qquad n_F=0.050,\qquad \langle E\rangle=0 .$$

The computed mean field is zero to the six decimals printed in V/Å. The mean displacement field is not small:

$$\langle D\rangle=\lambda^2\langle\mu\rangle=\frac{2E_v^2\langle\mu\rangle}{\omega}
=2\times0.25\times1.927\ \text{V/Å}=0.96\ \text{V/Å}.$$

A separate diagonalization of the Coulomb form also gives $n_F=0.050$ and zero mean electric field. The numerical check tests this agreement, and tests the vanishing of $\langle E\rangle$ in the four lowest length-form eigenstates.

## Where the remaining 0.050 comes from

The field number is small but not zero. To see whether the permanent dipole contributes to it, subtract a constant $c$ from the dipole. With $W=e^{-i\lambda cQ}$ we have $W^\dagger PW=P-\lambda c$, and therefore

$$W^\dagger H_L[\mu]\,W=H_L[\mu-c].$$

The two Hamiltonians have the same spectrum. The same replacement turns the operator for $n_F$ with dipole $\mu$ into that with $\mu-c$, so $n_F$ is also unchanged. Through its coupling to this mode, at fixed $V$, a constant part of the dipole therefore affects neither the energy levels nor the field number.

It does affect $n_L$. Let primes denote averages in the ground state of $H_L[\mu-c]$. Then

$$\langle P^2\rangle=\langle(P-\lambda c)^2\rangle'=\langle P^2\rangle'-2\lambda c\langle P\rangle'+\lambda^2c^2 .$$

Choose $c=\langle\mu\rangle$. The stationary-state result gives $\langle P\rangle'=-\lambda\langle\mu-c\rangle'=0$, so removing the mean dipole lowers $n_L$ by $\lambda^2\langle\mu\rangle^2/(2\omega)$. In the example this is 0.9283 out of 0.9285. The occupation left over is 0.0002, while $n_F$ stays at 0.050.

What remains in $n_F$ belongs to the fluctuating dipole. Second-order perturbation theory shows how. Let the molecule have a nondegenerate ground state, excitation energies $\omega_k$ with $\omega_0=0$, and dipole matrix elements $\mu_{k0}$. The coupling $\lambda\mu P$ takes the empty mode to one $b$ quantum. From $P=-i\sqrt{\omega/2}\,(b-b^\dagger)$ we have $\langle1|P|0\rangle=i\sqrt{\omega/2}$, so the first-order amplitude of molecular state $k$ with one quantum is

$$C_k=-\frac{i\lambda\mu_{k0}\sqrt{\omega/2}}{\omega+\omega_k}.$$

Write $r_k=\omega/(\omega+\omega_k)$. The sum of $|C_k|^2$ gives

$$n_L=\frac{\lambda^2}{2\omega}\sum_k|\mu_{k0}|^2r_k^2 .$$

For $n_F$ we also need the cross term. With $\langle0|P|1\rangle=-i\sqrt{\omega/2}$,

$$\lambda\langle\mu P\rangle=2\lambda\,\mathrm{Re}\sum_k\mu_{0k}\left(-i\sqrt{\omega/2}\right)C_k=-\lambda^2\sum_k|\mu_{k0}|^2r_k .$$

To this order $\langle\mu^2\rangle=\sum_k|\mu_{k0}|^2$, by completeness. Inserting all three pieces into the relation between the numbers produces a perfect square:

$$n_F=\frac{\lambda^2}{2\omega}\sum_k|\mu_{k0}|^2(r_k^2-2r_k+1)
=\frac{\lambda^2}{2\omega}\sum_k|\mu_{k0}|^2\left(\frac{\omega_k}{\omega+\omega_k}\right)^2 .$$

The permanent dipole is the term $k=0$. Its weight is one in $n_L$ and zero in $n_F$.

The energy behaves in the same way. The self-energy contributes $\tfrac12\lambda^2\sum_k|\mu_{k0}|^2$ in first order. The bilinear term contributes $-\sum_k|C_k|^2(\omega+\omega_k)=-\tfrac12\lambda^2\sum_k|\mu_{k0}|^2r_k$ in second order. Together they shift the ground state by

$$\Delta\mathcal E=\tfrac12\lambda^2\sum_k|\mu_{k0}|^2\frac{\omega_k}{\omega+\omega_k},$$

again with no contribution from $k=0$.

The size of $n_F$ can be checked by hand. The rms dipole fluctuation of the uncoupled molecule is $0.478\,e$Å, and its square is the sum of $|\mu_{k0}|^2$ over $k\neq0$. If every $\omega_k$ were far above $\omega$, the sum would give $(0.5\times0.478/1)^2=0.057$. The lowest excitation energy is 13.55 eV, so each factor is at least $(13.55/14.55)^2=0.867$, and the sum must lie between 0.0495 and 0.057. Its computed value is 0.0506, about 1.4% above the number from full diagonalization. At one twentieth of the coupling the program tests the sums for $n_F$, for $n_L$ without $k=0$ and for the energy. It requires each sum to match diagonalization within 0.5% of the sum, and the printed ratios of diagonalized value to sum differ from one by less than 0.01%.

The 0.050 is not a store of real photons either. It is excess energy of the fluctuating transverse field, correlated with the dipole in the coupled ground state. If the cavity is weakly open to cold surroundings, emission would have to leave the molecule and mode in a state of lower energy, and there is none.

The clamped orientation matters to the wording. A freely rotating molecule in its rotational ground state has no mean dipole along a laboratory axis, so $\langle D\rangle=0$. Its molecular dipole then appears in transitions to rotational levels. If these have $\omega_k\ll\omega$, the second-order sums give them nearly full weight in $n_L$ and very little in $n_F$. The $b$ quanta remain a poor measure of light, although they no longer express a mean displacement.

## When the count becomes light

There is a situation in which $N_0$ does count real photons: the dipole is switched off quickly. Let $\mu(t)$ be a prescribed number that starts at $\mu_0$ and ends at zero. The equations of motion are

$$\dot Q=P+\lambda\mu,\qquad \dot P=-\omega^2Q .$$

Put $P'=P+\lambda\mu(t)$, so that $\dot P'=-\omega^2Q+\lambda\dot\mu$. For $b'=(\omega Q+iP')/\sqrt{2\omega}$ this gives

$$\dot b'=-i\omega b'+\frac{i\lambda\dot\mu}{\sqrt{2\omega}} .$$

The mode starts in the vacuum of $b'$. Integration adds a number to the freely rotating operator, and the squared modulus of that number is the final occupation:

$$N=\frac{\lambda^2}{2\omega}\left|\int\dot\mu\,e^{i\omega t}\,dt\right|^2 .$$

At the end $\mu=0$, so $E=D$, $b'=b$, and the two counts agree. The source of the photons is $\dot\mu$, a current. A dipole that stays constant gives none.

If $\dot\mu$ is a Gaussian pulse of standard width $\tau$ and total area $-\mu_0$, its Fourier integral is $-\mu_0e^{-\omega^2\tau^2/2}$, and

$$N=N_0\,e^{-\omega^2\tau^2}.$$

For removal much faster than $1/\omega$, $D$ has no time to change while its polarization part disappears. What was a static displacement becomes an oscillating electric field with $N_0$ photons. For slow removal the displacement follows the dipole down and the cavity ends dark. With $N_0=0.927$, direct time propagation gives

- $N=0.918$ for $\omega\tau=0.1$,
- $N=0.341$ for $\omega\tau=1$,
- $N=0.017$ for $\omega\tau=2$.

The energy comes from whatever moves the charges. The explicit time dependence of the Hamiltonian supplies power $\lambda\dot\mu\langle P+\lambda\mu\rangle=-\langle E\rangle\dot\mu$ to the mode. The mode energy goes from $\omega/2$ to $\omega(N+\tfrac12)$, so the work is $\omega N$. For $\omega\tau=0.1$ the separately computed work is 0.918 eV, which accounts for 0.918 photons of 1 eV. That energy was not waiting in the ground state: before the charges moved, the frozen-dipole mode had its vacuum energy and no mean electric field.

## Table of computed values

```
INPUT
mode energy: 1.00 eV
vacuum rms field of the mode: 0.50 V/angstrom
coupling lambda: 0.07173 atomic units
mode volume 4 pi/lambda^2: 361.9 angstrom^3
core softening: 1.0 angstrom
acceptor position: -2.0 angstrom
acceptor depth: 30.0 eV
acceptor width: 0.5 angstrom
MOLECULE ALONE
ground-state energy: -24.4758 eV
first excitation energy: 13.5493 eV
permanent dipole: 1.9257 e angstrom
rms dipole fluctuation: 0.4779 e angstrom
COUPLED GROUND STATE
mean dipole: 1.9270 e angstrom
mean D (as a field): 0.9635 V/angstrom
|mean E|, length form: 0.000000 V/angstrom
|mean E|, Coulomb form: 0.000000 V/angstrom
largest |mean E|, 4 lowest states: 0.000000 V/angstrom
length-form number <b+b>: 0.92855
displacement part of it: 0.92834
<b+b> with mean dipole removed: 0.00021
field number, length form: 0.04987
field number, Coulomb form: 0.04987
field number, mean dipole removed: 0.04987
field number, second-order sum: 0.05055
<b+b> without k=0, second-order sum: 0.00021
energy shift, exact: 0.05333 eV
energy shift, second-order sum: 0.05373 eV
WEAK COUPLING (lambda/20), exact / second-order sum
ratio for field number: 0.99996
ratio for <b+b> without k=0: 1.00000
ratio for energy shift: 0.99998
FROZEN DIPOLE
<b+b>: 0.92707
probability of zero b quanta: 0.3957
field number: 0.000000
energy of b quanta: 0.9271 eV
bilinear energy: -1.8541 eV
dipole self-energy: 0.9271 eV
total ground energy of the mode: 0.5000 eV
DIPOLE REMOVED IN TIME (photons left, formula, work)
omega*tau = 0.1: 0.9178, 0.9178, 0.9178 eV
omega*tau = 1.0: 0.3410, 0.3410, 0.3410 eV
omega*tau = 2.0: 0.0170, 0.0170, 0.0170 eV
```
